\section*{Why nanocrystals show negative imaginary terahertz conductivity, and what Drude-Smith fits mean}

\section*{Question}

Free carriers in a bulk crystal have a positive imaginary terahertz conductivity in the convention $e^{-i\omega t}$: inertia makes the current lag behind the field. In isolated nanocrystals the imaginary part can be negative. Can reflecting walls cause this if collisions inside the crystal have no preference for backward scattering? And what do the parameters of a Drude-Smith fit then measure?

\section*{Mechanism: charge that flows back}

Let a short field pulse give all carriers in a closed box an extra velocity to the right. While this drift lasts, charge accumulates at the right wall and is depleted at the left. Once collisions and reflections have used up the drift, thermal motion levels the density, and the mean current runs to the left. Collisions need only randomize velocities; the walls create the gradient that drives the return.

A slow field shows the sign directly. Take carriers of charge $Q$, mass $m$ and mean density $n$ in $0<x<L$, with a weak uniform internal field $E$. In equilibrium the potential energy $-QEx$ changes the uniform distribution by the factor $1+QE(x-L/2)/kT$ to first order. Since the variance of a uniform distribution is $L^2/12$, the polarization is
\begin{equation}
P=nQ\left\langle x-\tfrac L2\right\rangle=\frac{nQ^2L^2}{12kT}E .
\end{equation}
The box-averaged current is $J=dP/dt=-i\omega P$, so
\begin{equation}
\sigma(\omega)\to-i\omega\,\frac{nQ^2L^2}{12kT}\qquad(\omega\to0). \label{low}
\end{equation}
The dc conductivity vanishes and the imaginary part is negative. Mass and collision time have dropped out: this limit is a property of classical equilibrium.

\section*{From the Boltzmann equation to the restoring current}

Let $u$ be the velocity along $x$, $\phi(u)$ the normalized Maxwell distribution and $v^2=kT/m$ its variance. Walls reflect specularly. Collisions at rate $1/\tau$ conserve the local density and replace $u$ by a fresh Maxwellian value. For a deviation $f$ from $n\phi$, with $\nu=\int f\,du$ and $\phi'=-u\phi/v^2$,
\begin{equation}
-i\omega f+u\,\partial_xf-\frac{nQE}{kT}u\phi=-\frac{f-\nu\phi}{\tau}. \label{boltz}
\end{equation}
Define $\rho=Q\nu$, $j=Q\int uf\,du$ and $\Pi=Q\int u^2f\,du$. Integrating (\ref{boltz}) times $Q$, and then times $Qu$, gives
\begin{align}
-i\omega\rho+\partial_xj&=0, \label{cont}\\
a\,j&=\sigma_0E-\tau\,\partial_x\Pi, \label{mom}
\end{align}
where $a=1-i\omega\tau$ and $\sigma_0=nQ^2\tau/m$. The average of (\ref{mom}) over the box is
\begin{equation}
J=\frac{\sigma_0E}{a}-\frac{\tau}{aL}\,[\Pi(L)-\Pi(0)] .
\end{equation}
The first term is the Drude current; the second is the return current, driven by the difference in wall pressure.

If the velocities stay Maxwellian at temperature $T$, then $\Pi=v^2\rho$, and the return current is diffusion with $D=v^2\tau$. Equation (\ref{cont}) gives $\rho=\partial_xj/(i\omega)$. Inserted in (\ref{mom}) and multiplied by $i\omega/D$, this yields
\begin{equation}
j''-\kappa^2j=-\kappa^2\frac{\sigma_0E}{a},\qquad \kappa^2=-\frac{i\omega a}{D}.
\end{equation}
A particular solution is $\sigma_0E/a$. The homogeneous part must be even about the centre and cancel it at both walls, where $j=0$:
\begin{equation}
j=\frac{\sigma_0E}{a}\left[1-\frac{\cosh\kappa(x-L/2)}{\cosh(\kappa L/2)}\right].
\end{equation}
The integral of the numerator is $2\sinh(\kappa L/2)/\kappa$. Hence
\begin{equation}
\sigma=\frac{\sigma_0}{a}\left[1-\frac{\tanh z}{z}\right],\qquad z=\frac{\kappa L}{2}. \label{tanh}
\end{equation}

For small $z$ the bracket is $z^2/3=-i\omega aL^2/(12D)$. The factor $a$ cancels, and $\sigma_0/D=nQ^2/kT$ restores (\ref{low}). For a wide box, $|z|\gg1$ with $\mathrm{Re}\,z>0$, the bracket tends to one and the Drude result returns. When collisions are frequent enough that $\tau\ll t_d$, the crossover between these limits lies near $\omega t_d=1$, with
\begin{equation}
t_d=\frac{L^2}{12D}.
\end{equation}

\section*{The same answer as a set of oscillators}

Inside the box the constant field has the sine series $E=\sum_q E_q\sin qx$, with $q=(2k+1)\pi/L$, $k=0,1,2,\ldots$ and $E_q=4E/[(2k+1)\pi]$. Each sine satisfies $j=0$ at the walls. For one mode $j''=-q^2j$, so
\begin{equation}
\left(a+\frac{Dq^2}{-i\omega}\right)j_q=\sigma_0E_q .
\end{equation}
The box average of $\sin qx$ is $2/[(2k+1)\pi]$. Multiplying the two prefactors, and using $\sigma_0/\tau=nQ^2/m$ and $D/\tau=v^2$, we obtain
\begin{equation}
\sigma=\frac{nQ^2}{m}\sum_{k=0}^{\infty}\frac{8}{\pi^2(2k+1)^2}\,
\frac{-i\omega}{v^2q^2-\omega^2-i\omega/\tau}. \label{modes}
\end{equation}
These are damped oscillators whose restoring force is gas pressure. The imaginary part of each term has the sign of $\omega^2-v^2q^2$. In the isothermal model, $\mathrm{Im}\,\sigma$ is therefore negative at least up to the first mode frequency, $v/(2L)$.

\section*{Where pure diffusion fails}

Compression along $x$ first heats the motion along $x$; collisions need a time $\tau$ to restore the Maxwellian. The second moment of (\ref{boltz}) describes this:
\begin{equation}
-i\omega\Pi+\partial_x\!\left(Q\!\int u^3f\,du\right)=-\frac{\Pi-v^2\rho}{\tau}.
\end{equation}
The field term vanishes because $u^3\phi$ is odd. As a closure, take the odd part of $f$ to be that of a drifting Maxwellian, $uj\phi/(Qv^2)$. Since $\int u^4\phi\,du=3v^4$, the third moment is $3v^2j$. With $\partial_xj=i\omega\rho$,
\begin{equation}
a\Pi=v^2\rho(1-3i\omega\tau)=v^2\rho(3a-2),
\end{equation}
so $\Pi=v^2\rho(3-2/a)$. Formula (\ref{tanh}) survives with $D$ replaced by $D(3-2/a)$ in $\kappa$. For $\omega\tau\ll1$ this factor is $1-2i\omega\tau$, and the damping of a mode rises from $1/\tau$ to $1/\tau+2v^2q^2\tau$: a viscous effect. The kinetic equation gives an increase of this size only if $qv\tau\ll1$ as well; for the first mode of the 30 nm box below, its low-frequency value is 0.74 of this.

The closure can be avoided. Replace each reflection by passage into a mirror-image box. The carrier then moves in a medium of period $2L$ without walls, and the field becomes a square wave with the sine series above. For a component $e^{iqx}$, (\ref{boltz}) reads
\begin{equation}
(a+iqu\tau)f=\frac{nQE\tau}{kT}u\phi+\nu\phi .
\end{equation}
Let $I_r=\int u^r\phi/(a+iqu\tau)\,du$. Division and integration give $\nu(1-I_0)=(nQE\tau/kT)I_1$, while $aI_0+iq\tau I_1=1$ fixes $I_1$. Continuity gives $j=\omega Q\nu/q$, hence
\begin{equation}
\sigma_q=-i\omega\frac{nQ^2}{kTq^2}\,\frac{1-aI_0}{1-I_0}. \label{kin}
\end{equation}
Writing the factor $1/(a+iqu\tau)$ in $I_0$ as $\int_0^\infty e^{-(a+iqu\tau)s}ds$ and averaging over $u$ first,
\begin{equation}
I_0=\int_0^\infty e^{-as-b^2s^2/2}ds=\sqrt{\frac{\pi}{2}}\,\frac{1}{b}\,e^{a^2/2b^2}\,\mathrm{erfc}\frac{a}{\sqrt2\,b},\quad b=qv\tau .
\end{equation}
The sum of $\sigma_q$ with the weights in (\ref{modes}) is the kinetic solution. As $\omega\to0$, $a\to1$ and the last fraction in (\ref{kin}) tends to one. Since $\sum(2k+1)^{-4}=\pi^4/96$, the weighted sum of $1/q^2$ is $L^2/12$, as (\ref{low}) requires.

\section*{What Drude-Smith assumes}

The phenomenological formula is
\begin{equation}
\sigma_{DS}=\frac{nQ^2T_s/m}{1-i\omega T_s}\left[1+\frac{c}{1-i\omega T_s}\right].
\end{equation}
It is the transform of an impulse current proportional to $e^{-t/T_s}(1+ct/T_s)$. In its collision reading, $c$ is the mean fraction of velocity kept after the first collision, and $c=-1$ means full reversal. For $c=-1$ the bracket is $-i\omega T_s/(1-i\omega T_s)$, so
\begin{equation}
\sigma_{DS}=\frac{nQ^2}{m}\,\frac{-i\omega}{T_s^{-2}-\omega^2-2i\omega/T_s}.
\end{equation}
This is one critically damped oscillator, whereas the box has many, with damping and frequency set separately. Equating the low-frequency slope $T_s^2$ to $L^2/(12v^2)$ gives
\begin{equation}
T_s=\frac{L}{\sqrt{12}\,v}=\sqrt{\tau t_d}.
\end{equation}
The slope thus fixes a time by size and thermal speed. For $c>-1$ the formula also has a dc value $nQ^2T_s(1+c)/m$, which a closed box cannot have. A modified form, Drude times $1-1/(1-i\omega t_d)$, keeps the true $\tau$ and has the correct slope $-i\omega\sigma_0t_d$.

\section*{Numbers for a 30 nm box}

Take $L=30$ nm, $\tau=30$ fs, $m=0.26\,m_e$, $300$ K and $n=10^{16}$ cm$^{-3}$. Then $v=0.132$ nm/fs and $v\tau=4.0$ nm. The diffusion constant is $v^2\tau=0.13224^2\times30=0.525$ nm$^2$/fs, or $5.25$ cm$^2$/s, and $t_d=900/(12\times0.525)=143$ fs. The bulk dc conductivity is $0.325$ S/cm. At 0.2 THz, $\omega t_d=0.1797$, so (\ref{low}) predicts $\mathrm{Im}\,\sigma=-0.1797\times0.325=-0.058$ S/cm; the kinetic value is $-0.055$ S/cm.

The simulation follows 300\,000 pairs of carriers in the box. The two members receive opposite small velocity kicks and share their random collisions. If $R(t)$ is the mean displacement per unit kick, then $\sigma=(nQ^2/m)\int_0^\infty R'(t)e^{i\omega t}dt$, because a field pulse changes the velocity by $(Q/m)\int E\,dt$. The displacement peaks a little after 50 fs, where the current reverses, and falls from $17.1$ fs to $0.08$ fs by the end of the run at 1200 fs. With the same collision rule but walls so far apart that almost no carrier reaches them, the spectrum agrees with Drude to 0.5\% and its imaginary part is positive. The walls are therefore responsible for the sign.

Conductivities per crystal volume, in S/cm, are:
\begin{center}
\begin{tabular}{cccc}
THz & simulation & kinetic & isothermal \\
0.5 & $0.071-0.103i$ & $0.072-0.102i$ & $0.066-0.116i$\\
1.0 & $0.156-0.095i$ & $0.155-0.097i$ & $0.173-0.130i$\\
2.0 & $0.212-0.028i$ & $0.213-0.030i$ & $0.264-0.030i$
\end{tabular}
\end{center}
Misfits below are root-mean-square complex differences over 0.2--2.5 THz, relative to the root-mean-square magnitude of the reference spectrum. Simulation and kinetic solution differ by 0.9\%. The kinetic imaginary part changes sign at 2.53 THz; the first isothermal mode lies at 2.20 THz.

Relative to the kinetic solution, isothermal diffusion errs by 22\%, and the stress correction reduces this to 5.6\%. For $L=90$ nm at the same $\tau$, the errors are 3.9\% and 0.7\%. The density-driven part of the return current, divided by the whole, is $0.999+0.024i$ at 0.1 THz and $0.904+0.196i$ at 1 THz. Diffusion of piled-up charge thus accounts for most of the return current here, but its phase needs the stress.

\section*{Reading the Drude-Smith fits}

Against the simulated spectrum, Drude-Smith with $c=-1$ misses by 73\% if $T_s$ is the true 30 fs, and by 56\% with the slope-matched 65.5 fs. The modified form misses by 22\%. Fitting $T_s$ and $c$ at known density gives 48 fs, $-0.86$ and a misfit of 21\%. If the density is fitted too, the misfit falls to 12\%, but the fit returns $T_s=69$ fs, $c=-0.95$ and 0.61 of the true density. A closer curve has brought a worse density and a worse collision time.

Fits to kinetic spectra at known density over 0.2--2.5 THz show how the parameters move. The values also depend on this window: ending it at 1.5 THz changes the 30 nm, 30 fs fit to $T_s=53$ fs and $c=-0.91$.
\begin{center}
\begin{tabular}{cccccc}
$L$ (nm) & $\tau$ (fs) & $T_s$ (fs) & $c$ & dc/$\sigma_0$ & misfit\\
15 & 30 & 32 & $-0.99$ & 0.02 & 4\%\\
30 & 30 & 48 & $-0.86$ & 0.22 & 21\%\\
90 & 30 & 45 & $-0.50$ & 0.76 & 13\%\\
30 & 60 & 62 & $-0.98$ & 0.02 & 4\%
\end{tabular}
\end{center}
In all four cases the collisions have no directional memory and the true dc conductivity is zero. Yet $c$ varies from $-0.99$ to $-0.50$, and the 90 nm fit predicts three quarters of the bulk dc conductivity. At fixed $L=30$ nm, doubling $\tau$ raises $T_s$ by only 27\%. The two good fits share $L/(v\tau)=3.8$. This is close to $\sqrt{12}=3.5$, the ratio at which the slope-matched time equals $\tau$, so there $T_s$ lies near the collision time by coincidence of scales.

\section*{Beside real nanocrystals}

The mass is a rough value for electrons in silicon. The collision time of 30 fs is an assumption: it corresponds to a mobility of 203 cm$^2$/Vs, whereas the roughly 1400 cm$^2$/Vs of pure bulk silicon corresponds to about 200 fs. With 200 fs in the same 30 nm box, the kinetic imaginary part is still negative from 0.2 to 2.5 THz, but the isothermal formula errs by more than 200\%, so the diffusive picture needs $v\tau$ well below $L$. Neither time is safely classical. At 30 fs, $kT\tau/\hbar=1.2$ and $v\tau=4.0$ nm is shorter than the thermal de Broglie wavelength of 8.4 nm, so the picture of free flights between collisions is marginal. At 200 fs, $\hbar/\tau=3.3$ meV is smaller than the 4.8 meV spacing of the two lowest levels of the box. The results are those of the model, not measurements. The largest computed correction is quantum confinement: at 30 nm the static polarizability of the thermally occupied quantum box is 0.74 of its classical value, so the slope in (\ref{low}) falls by 26\%. The ratio is 0.91 at 90 nm and 0.53 at 15 nm, so the 15 nm fit above describes the classical model only. At 1 THz, rough valley masses of $0.19$ and $0.92\,m_e$ change the complex conductivity by 13\%, and diffusely reflecting side walls by roughly 11 to 13\%. Electron-hole attraction at a separation $L/2$, with silicon's relative permittivity of 11.7, is $0.32\,kT$; its effect on the spectrum has not been computed. The model also leaves out image charges at the crystal surface, which push carriers away from the walls: a classical slab estimate lowers the slope in (\ref{low}) by about 15\% for surroundings of relative permittivity 3.9 and by about 20\% for vacuum. This does not add to the quantum reduction, since both keep carriers off the walls: together they give 0.70 and 0.68 of the classical slope, against 0.74 without images. Tunnelling out through 1 nm, 3 eV barriers takes roughly 10 to 600 ns for barrier masses between 0.3 and $0.5\,m_e$ and one to six open walls, so such walls are closed on the terahertz scale. Touching crystals without a barrier would conduct at dc.

A measured film adds electrostatics. If surface charge reduces the internal field to $E_0-NP/\epsilon$, with depolarization factor $N$ and background permittivity $\epsilon$, then $P=\sigma(E_0-NP/\epsilon)/(-i\omega)$ gives
\begin{equation}
\frac{J}{E_0}=\frac{\sigma}{1+N\sigma/(-i\omega\epsilon)} .
\end{equation}
Even a Drude $\sigma$ then yields $-i\omega\epsilon/N$ at low frequency. A negative imaginary part of a film's response therefore does not by itself identify diffusion. The two causes compare through $nQ^2L^2/(12kT\epsilon)$, taking $N=1$. With a relative permittivity of 11.7 this mean-field ratio is 0.045 here, where a cubic crystal holds 0.27 carriers on average. It grows in proportion to $n$: near $10^{18}$ cm$^{-3}$ it would be about 4.5, and electrostatic restoring forces would outweigh diffusion. The remaining values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
box length 30 nm, collision time 30 fs, T 300 K
mass 0.26 m_e, carrier density 1e+16 cm^-3
carriers per cubic crystal: 0.27
thermal speed 0.1322 nm/fs, mean free path v*tau 3.97 nm
bulk mobility 203 cm2/Vs, D 5.25 cm2/s
bulk dc conductivity 0.3251 S/cm
diffusion time L^2/(12D) 143.0 fs
slope-matched Drude-Smith time 65.5 fs
first mode frequency v/(2L) 2.20 THz
simulation: 300000 carrier pairs, step 3 fs, length 1200 fs
current reverses after the kick at about 51 fs
peak displacement per kick 17.1 fs, final 0.08 fs
static polarization, simulation/formula 0.986
f(THz): conductivity in S/cm: simulation; kinetic; isothermal diffusion
0.2: 0.0143-0.0535i; 0.0149-0.0547i; 0.0122-0.0562i
0.5: 0.0706-0.1032i; 0.0715-0.1016i; 0.0657-0.1161i
1.0: 0.1558-0.0950i; 0.1553-0.0972i; 0.1729-0.1296i
1.5: 0.1961-0.0643i; 0.1962-0.0632i; 0.2391-0.0844i
2.0: 0.2118-0.0281i; 0.2129-0.0300i; 0.2639-0.0298i
2.5: 0.2181-0.0021i; 0.2179-0.0017i; 0.2641+0.0164i
Im sigma changes sign at 2.53 THz (kinetic)
rms misfit simulation to kinetic 0.9 %
rms misfit wall-free run to Drude 0.5 %
density-driven/total return current, 0.1 THz: 0.999+0.024i
density-driven/total return current, 1.0 THz: 0.904+0.196i
misfit to kinetic, L=30 nm: isothermal 21.9 %, with stress 5.6 %
misfit to kinetic, L=90 nm: isothermal 3.9 %, with stress 0.7 %
misfit to simulation, 0.2-2.5 THz:
  Drude-Smith c=-1, true collision time 72.7 %
  Drude-Smith c=-1, slope-matched time 55.8 %
  modified Drude-Smith, diffusion time 22.0 %
  fit, density known: T 48.3 fs, c -0.863, misfit 21.1 %
  fit, density free: T 69.3 fs, c -0.952, n ratio 0.61, misfit 11.6 %
fits to kinetic spectra, density known (false dc in units of bulk dc):
  L 15 nm, tau 30 fs: T 31.7 fs, c -0.986, dc 0.015, misfit 4.1 %
  L 30 nm, tau 30 fs: T 48.4 fs, c -0.864, dc 0.220, misfit 20.7 %
  L 90 nm, tau 30 fs: T 45.3 fs, c -0.500, dc 0.755, misfit 12.9 %
  L 30 nm, tau 60 fs: T 61.5 fs, c -0.978, dc 0.022, misfit 4.1 %
quantum/classical static polarizability: 30 nm 0.742, 300 nm 0.972
change at 1 THz, valley masses 0.19 and 0.92 m_e: 13.0 %
change at 1 THz, rough end walls: 4.6 %
change at 1 THz, rough side walls: 11.1 %
carrier depolarization ratio (slab bound, permittivity 11.7): 0.045
electron-hole attraction at L/2 over kT: 0.32
degeneracy parameter 5.0e-04; photon energy/kT at 1 THz 0.16
static nonlinearity at 1 kV/cm: 0.022 %
tunnel escape, 3 eV, 1 nm, 0.4 m_e: about 43 ns
\end{verbatim}
